# Subband order in a triangular silicon inversion layer

**Common data.** Electrons in silicon occupy $z>0$, next to a (100) oxide interface at $z=0$. Let $e>0$ be the elementary charge and $F>0$ the magnitude of a uniform electric field that pushes electrons towards the interface, so that their potential energy is $eFz$. Until part (f) the oxide is an impenetrable wall. Use the effective-mass approximation with parabolic bands and no coupling between valleys.

Silicon has six equivalent conduction valleys, with mass $0.916\,m_0$ along the valley axis and $0.19\,m_0$ across it. Two valleys have their axis along the interface normal and four have it in the plane. All six share one band edge, and energies are measured from that edge at $z=0$. Levels are counted from 1. Unprimed levels $E_n$ belong to the twofold valleys, primed levels $E'_n$ to the fourfold valleys.

### (a) Reduce the motion along $z$ to an equation free of mass and field.

**Answer.** Each valley axis lies along the normal or in the plane, so the kinetic energy has no term mixing $k_z$ with the in-plane components. The wavefunction is therefore an in-plane plane wave times $\psi(z)$, and the subband bottom $E$ satisfies

$$-\frac{\hbar^2}{2m}\psi''+eFz\,\psi=E\psi,\qquad \psi(0)=0,\quad \psi(\infty)=0 .$$

Here $m$ is the mass along the normal: $m=0.916\,m_0$ for the twofold valleys and $m'=0.19\,m_0$ for the fourfold valleys.

Put $z=Lx$ and $\psi(z)=\varphi(x)$. Each $z$ derivative brings a factor $1/L$. After division by $eFL$,

$$-\frac{\hbar^2}{2meFL^3}\varphi''+x\varphi=\frac{E}{eFL}\varphi .$$

The first coefficient becomes 1 if

$$L=\left(\frac{\hbar^2}{2meF}\right)^{1/3}.$$

With $a=E/(eFL)$ the problem is

$$-\varphi''+x\varphi=a\varphi,\qquad \varphi(0)=\varphi(\infty)=0 .$$

Its eigenvalues $a_n$ are pure numbers, the same for both valley sets. Hence

$$E_n=a_n\,eFL=a_n\left(\frac{\hbar^2}{2m}\right)^{1/3}(eF)^{2/3}. \tag{1}$$

A lighter mass gives a wider state and a higher level.

### (b) Find the condition that fixes $a_n$, and the two lowest values.

**Answer.** With $y=x-a$ the equation becomes $\varphi''=y\varphi$. A solution that decays for large $y$ is

$$\mathrm{Ai}(y)=\frac1{2\pi}\int_C e^{i(t^3/3+yt)}\,dt,$$

where $C$ is the line $t=s+i\eta$ with fixed $\eta>0$ and $s$ running from $-\infty$ to $\infty$.

*It solves the equation.* Two derivatives in $y$ give a factor $-t^2$, so $\mathrm{Ai}''-y\,\mathrm{Ai}$ has the integrand $-(t^2+y)e^{i(t^3/3+yt)}$. This equals $i\,\frac{d}{dt}e^{i(t^3/3+yt)}$, whose integral is the difference of the end values. On $C$ the exponential has modulus $e^{-\eta s^2+\eta^3/3-y\eta}$, which vanishes at both ends.

*It decays.* The same modulus shows that $|\mathrm{Ai}(y)|$ is at most a constant times $e^{-\eta y}$.

*No independent solution decays too.* For two solutions, $\varphi_1\varphi_2'-\varphi_1'\varphi_2$ is constant, because its derivative is $\varphi_1 y\varphi_2-y\varphi_1\varphi_2=0$. If both decayed, their slopes would also tend to zero and the constant would be zero, making them proportional.

The wall at $x=0$, that is $y=-a$, therefore requires

$$\mathrm{Ai}(-a_n)=0 .$$

To locate the zeros, insert $\varphi=\sum_k c_ky^k$ into $\varphi''=y\varphi$. This gives $c_2=0$ and $c_{k+3}=c_k/[(k+2)(k+3)]$, hence two series:

$$f=1+\frac{y^3}{6}+\frac{y^6}{180}+\dots,\qquad g=y+\frac{y^4}{12}+\frac{y^7}{504}+\dots$$

Since $f(0)=1$, $f'(0)=0$, $g(0)=0$ and $g'(0)=1$, we have $\mathrm{Ai}=\mathrm{Ai}(0)f+\mathrm{Ai}'(0)g$. For the ratio of the coefficients, turn $C$ onto the rays $t=se^{i\pi/6}$ and $t=se^{5i\pi/6}$, where $it^3=-s^3$. The first ray is traversed outwards and the second inwards, so

$$\mathrm{Ai}(0)=\frac{e^{i\pi/6}-e^{5i\pi/6}}{2\pi}\int_0^\infty e^{-s^3/3}ds=\frac{\sqrt3}{2\pi}\,3^{-2/3}\,\Gamma(\tfrac13),$$

$$\mathrm{Ai}'(0)=\frac{i(e^{i\pi/3}-e^{5i\pi/3})}{2\pi}\int_0^\infty s\,e^{-s^3/3}ds=-\frac{\sqrt3}{2\pi}\,3^{-1/3}\,\Gamma(\tfrac23).$$

The integrals follow from $u=s^3/3$. The zeros thus obey

$$f(y)-3^{1/3}\frac{\Gamma(2/3)}{\Gamma(1/3)}\,g(y)=0 .$$

Summing the series and moving down from $y=0$, one finds the first two sign changes at $y=-2.33811$ and $y=-4.08795$. So

$$a_1=2.33811,\qquad a_2=4.08795 .$$

### (c) Show that $E'_1$ lies about 3 percent below $E_2$ at every field. When would the order be reversed?

**Answer.** Equation (1) gives

$$\frac{E'_1}{E_2}=\frac{a_1(\hbar^2/2m')^{1/3}(eF)^{2/3}}{a_2(\hbar^2/2m)^{1/3}(eF)^{2/3}}=\left(\frac{m}{m'}\right)^{1/3}\frac{a_1}{a_2}.$$

The field cancels because both levels carry the same power of $F$. Numerically,

$$\frac{E'_1}{E_2}=(4.821)^{1/3}\times0.5720=1.6893\times0.5720=0.966 .$$

The fourfold level is 3.4 percent lower, relative to $E_2$. Direct diagonalization of the unscaled equation on a grid of 0.01 nm, at 0.05, 0.2, 0.5, 1 and 2 MV/cm, gives 3.38 percent each time.

The near coincidence comes from two competing factors. The light normal mass raises the fourfold ladder by 1.689, while going from the first to the second state raises the twofold level by $a_2/a_1$. The order $E'_1<E_2$ holds if

$$\left(\frac{m}{m'}\right)^{1/3}<\frac{a_2}{a_1}\quad\Longleftrightarrow\quad \frac{m}{m'}<\left(\frac{a_2}{a_1}\right)^3=5.345 .$$

The ratio 4.821 lies about 10 percent below this crossing value, and the cube root reduces that to about 3 percent in energy. Above 5.345 the order is reversed.

### (d) Does a constant percentage mean a constant gap? Does it depend on the energy zero?

**Answer.** The gap is not constant:

$$E_2-E'_1=(1-0.966)\,E_2\propto F^{2/3}.$$

It grows from 1.40 meV at 0.05 MV/cm to 16.36 meV at 2 MV/cm, a factor 11.7, which is $40^{2/3}$.

The percentage does depend on the zero. Measured from the lowest subband, the fraction is

$$\frac{E_2-E'_1}{E_2-E_1}=\frac{a_2-(m/m')^{1/3}a_1}{a_2-a_1}=\frac{4.088-3.950}{1.750}=7.9\ \text{percent}.$$

This is also independent of field, since every level in (1) scales alike. The 3.4 percent belongs to energies measured from the band edge at the interface.

### (e) Evaluate the levels at 0.5 MV/cm. Does their small gap matter at 300 K?

**Answer.** The force is $eF=0.05$ eV/nm and $\hbar^2/2m_0=0.03810$ eV nm², so

$$L=\left(\frac{0.03810}{0.916\times0.05}\right)^{1/3}=0.940\ \text{nm},\qquad L'=\left(\frac{0.03810}{0.19\times0.05}\right)^{1/3}=1.589\ \text{nm}.$$

Multiplying $eFL$ and $eFL'$, with unrounded lengths, by the Airy numbers gives

$$E_1=109.9,\qquad E'_1=185.7,\qquad E_2=192.2\ \text{meV}.$$

The gap is 6.5 meV, while $k_BT=25.9$ meV. Thermal occupation hardly separates the two levels, but their densities of states differ.

In one valley, the states below kinetic energy $\epsilon$ fill an ellipse of area $2\pi\sqrt{m_xm_y}\,\epsilon/\hbar^2$ in the wavevector plane. Dividing by $4\pi^2$, doubling for spin and differentiating gives a density of states $\sqrt{m_xm_y}/(\pi\hbar^2)$. The in-plane masses are 0.19 and 0.19 for a twofold valley, and 0.19 and 0.916 for a fourfold one. The ratio of the two subbands is

$$\frac{4\sqrt{0.19\times0.916}}{2\times0.19}=4.39 .$$

For $10^{12}$ electrons per cm² the Fermi level lies 41 meV below $E_1$, so both levels are more than four $k_BT$ above it and Boltzmann factors suffice for them. Their population ratio is $4.39\,e^{6.49/25.9}=5.6$. Fermi-Dirac filling of eight triangular-well levels in each ladder puts 19.6 percent of the electrons in $E'_1$ and 3.5 percent in $E_2$, the same ratio. Most of it comes from the density of states; the gap contributes a factor of about 1.3.

Scattering also blurs the gap. For the twofold valleys, a rough mobility $\mu=300$ cm²/Vs with conduction mass $m_c=0.19\,m_0$ gives a relaxation time $\tau=\mu m_c/e$ and an energy scale $\hbar/\tau=20$ meV. The fourfold valleys have the larger average conduction mass $2/(1/0.19+1/0.916)=0.31$ in units of $m_0$, which at the same mobility gives about 12 meV. These are momentum-relaxation estimates and not calculated linewidths, but both exceed the hard-wall gap of 6.5 meV. The conclusions of this part hold for that gap, which a finite barrier widens, as part (f) shows.

### (f) Replace the wall by an oxide barrier $U=3.1$ eV with mass $m_{ox}=0.5\,m_0$. Does the percentage survive?

**Answer.** Take the barrier as flat and thick, with the same height for all valleys, and ignore the in-plane wavevector in the oxide. The end of this part returns to that last choice. In the oxide the decaying solution is

$$\psi\propto e^{\kappa z}\quad(z<0),\qquad \kappa=\frac{\sqrt{2m_{ox}(U-E)}}{\hbar}.$$

Continuity of $\psi$ and of $\psi'/(\text{mass})$, which conserves current, gives $\psi'(0^+)/m=\kappa\psi(0)/m_{ox}$, or

$$\psi(0)=\delta\,\psi'(0^+),\qquad \delta=\frac{m_{ox}}{m\kappa}.$$

In silicon $\psi=\mathrm{Ai}(z/L-E/eFL)$. Write $E=eFL(a_n-s)$ with small $s$. The condition becomes

$$\mathrm{Ai}(-a_n+s)=\frac{\delta}{L}\,\mathrm{Ai}'(-a_n+s).$$

Since $\mathrm{Ai}(-a_n)=0$, the left side is $s\,\mathrm{Ai}'(-a_n)$ to first order, so $s=\delta/L$ and

$$\Delta E\approx-eFL\,s=-eF\delta .$$

The wall has in effect moved outwards by $\delta$. For the fourfold valleys $m$ is replaced by $m'$, and the smaller mass makes the shift larger. At 0.5 MV/cm, $\delta=0.088$ nm for $E_2$ and $\delta'=0.426$ nm for $E'_1$. The first-order shifts are $-4.4$ and $-21.3$ meV; solving the full matching condition gives $-4.4$ and $-20.2$ meV. The gap becomes

$$6.5-4.4+20.2=22.3\ \text{meV},$$

which is 11.9 percent of the lowered $E_2$. This gap is close to $k_BT$ at 300 K and above both broadening estimates of part (e), 20 and 12 meV. The population ratio of $E'_1$ to $E_2$ rises from 5.6 to about $4.39\,e^{22.3/25.9}=10.4$.

The percentage now depends on field. To first order in the shifts, with $r=0.966$,

$$1-\frac{E'_1-eF\delta'}{E_2-eF\delta}\approx(1-r)+\frac{eF(\delta'-r\delta)}{E_2}.$$

The last term grows nearly as $F/F^{2/3}=F^{1/3}$, because $\delta$ changes little while $E\ll U$. The full matching condition gives 8.4, 11.9 and 14.0 percent at 0.1, 0.5 and 1 MV/cm. The order of the levels survives in this model, but the constant 3.4 percent belongs to the hard wall.

The size of the change depends on the ignored wavevector. The fourfold valleys lie in the plane at about $k_0=9.8$ nm⁻¹ from the zone centre. If the interface conserved this wavevector, $\hbar^2k_0^2/2m_{ox}=7.3$ eV would be added to their barrier and they would penetrate less. At 0.5 MV/cm $E'_1$ would then fall by 11.2 meV instead of 20.2 meV, leaving a gap of 13.3 meV, or 7.1 percent. A parabolic oxide band is itself doubtful at such energies, so this is only an estimate of the sensitivity.

### (g) How do the model and its numbers compare with a scaled transistor?

**Answer.** A field of 0.5 MV/cm corresponds to a rough acceptor doping of $8\times10^{17}$ cm⁻³ near threshold: the depletion width is 40.4 nm and the band bending, half the field times the width, is 1.01 eV. This is below the rough silicon gap of 1.12 eV, so the bending alone supplies too little energy for pair creation and does not bring valence states level with the conduction edge at the surface. At this bending the layer holds only a few $10^{10}$ electrons per cm²; the $10^{12}$ cm⁻² used above and below needs about 1.1 eV, close to the gap, so that margin belongs to the threshold state. The oxide field is 1.5 MV/cm from the depletion charge alone and about 2 MV/cm with $10^{12}$ cm⁻² inversion electrons added, well below a rough breakdown value of 10 MV/cm. For thick, unstrained silicon, the assumption with the largest effect among those estimated here is the hard wall: replacing it by the barrier of part (f) moves the result from 3.4 to 11.9 percent. That figure rests on a rough barrier, a rough oxide mass and a simple matching rule, which ignores the in-plane wavevector, so it shows the direction and rough scale of the correction and does not predict a measured spacing.

The other corrections are smaller. Each of the following is added alone to the hard-wall triangle, with the applied 0.5 MV/cm held fixed:

- Curvature of the depletion potential gives 3.3 percent.
- The potential of $10^{12}$ cm⁻² inversion electrons, distributed as in the lowest triangular-well state, gives 2.8 percent. This is not iterated; self-consistent thermal filling at 300 K gives 2.85 percent at this density and 1.1 percent at $10^{13}$ cm⁻², so the effect grows in strong inversion.
- The image potential of a thick oxide gives 3.9 percent.
- Nonparabolicity of a rough 0.5 per eV, equal in all valleys and treated to first order, lowers $E_2$ by 3.7 meV and $E'_1$ by 3.4 meV, and so nearly cancels in the gap.

Penetration, depletion curvature and inversion charge together give 10.8 percent and a gap of 21.9 meV; the image potential is left out of this combination.

Two further conditions matter. Strain that separates the band edges of the two valley sets changes the gap by the full splitting: raising the fourfold edge reduces $E_2-E'_1$, and lowering it increases the gap. In the hard-wall model an upward shift of the fourfold edge by 6.5 meV would close it. And the classical turning point $E_2/eF$ is 3.8 nm from the interface, so a silicon body only a few nanometres thick has a second wall inside the region the triangle assumes to be open. This can reverse the order: with hard walls on both sides at 0.5 MV/cm, $E'_1$ lies 1.8 meV above $E_2$ in a 5 nm body and 14 meV above it in a 4 nm body. This reversal belongs to hard walls: with the barrier of part (f) on both faces, $E'_1$ stays about 20 meV below $E_2$ at both thicknesses. The result of part (c) therefore applies only to silicon much thicker than the states. The rough inputs, including the permittivities of silicon and oxide, are listed at the top of the program.

## Computed values

```
Airy numbers a1, a2: 2.33811, 4.08795
a1/a2: 0.5720
mass ratio: 4.821
cube root of mass ratio: 1.6893
E1'/E2: 0.9662
E1' below E2: 3.38 percent
critical mass ratio: 5.345
Direct diagonalization, hard wall:
  F = 0.05 MV/cm: 3.38 percent, gap 1.40 meV
  F = 0.20 MV/cm: 3.38 percent, gap 3.53 meV
  F = 0.50 MV/cm: 3.38 percent, gap 6.49 meV
  F = 1.00 MV/cm: 3.38 percent, gap 10.31 meV
  F = 2.00 MV/cm: 3.38 percent, gap 16.36 meV
Example: F = 0.5 MV/cm, T = 300 K
hbar^2/2m0: 0.03810 eV nm^2
L twofold: 0.940 nm
L fourfold: 1.589 nm
E1: 109.9 meV
E2: 192.2 meV
E1': 185.7 meV
gap E2 - E1': 6.49 meV
gap/(E2 - E1): 7.9 percent
Oxide barrier 3.1 eV, oxide mass 0.5 m0 (rough)
  wall shift, twofold E2: 0.088 nm
  wall shift, fourfold E1': 0.426 nm
  E2 lowered by 4.4 meV
  E1' lowered by 20.2 meV
  gap with penetration: 22.3 meV
  F = 0.1 MV/cm: E1' below E2 by 8.4 percent
  F = 0.5 MV/cm: E1' below E2 by 11.9 percent
  F = 1.0 MV/cm: E1' below E2 by 14.0 percent
Doping (rough): 8.0e+17 cm^-3
depletion width: 40.4 nm
band bending: 1.01 eV; Si gap (rough) 1.12 eV
One added potential at a time, hard wall:
  depletion curve: 3.29 percent, 6.16 meV
  inversion charge 1e+12 cm^-2:
    2.78 percent, 5.90 meV
  image potential: 3.90 percent, 7.87 meV
Penetration, depletion curve and inversion charge together:
  10.8 percent, 21.9 meV
Nonparabolicity 0.5 /eV (rough), first-order shifts:
  E2: -3.70 meV, E1': -3.45 meV
thermal energy kT: 25.9 meV
broadening at 300 cm2/Vs: 20 meV
Fermi level minus E1: -41.0 meV
share in E1: 76.6 percent
share in E2: 3.5 percent
share in E1': 19.6 percent
density-of-states ratio E1' to E2: 4.39
oxide field: 1.50 MV/cm; breakdown (rough) 10
```
